\section*{Spherical aberration gives different grating pitches different best focuses}

\section{Definitions and conventions}

A projection lens of numerical aperture $\mathrm{NA}$ images a grating of pitch $p$ with light of wavelength $\lambda$. All lengths are at wafer scale and the image is formed in air. The mask is thin and binary, with equal lines and spaces, open for $|x|<p/4$ in each period. Its diffraction amplitudes are
\begin{equation}
a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i m x/p}\,dx=\frac{\sin(\pi m/2)}{\pi m},
\end{equation}
so that $a_0=\tfrac12$, $a_{\pm1}=1/\pi$, $a_{\pm3}=-1/(3\pi)$, and the other even orders vanish.

Illumination is coherent and on-axis until a dipole is introduced. Order $m$ then crosses the pupil at radius $|m|\rho$, in units of the pupil edge, with
\begin{equation}
\rho=\frac{\lambda}{p\,\mathrm{NA}} .
\end{equation}
Orders beyond radius 1 are blocked. Fields are scalar, which suits polarization along the lines, and amplitude factors from obliquity are left out.

The time factor is $e^{-i\omega t}$, and $z$ is the distance of the observation plane from the nominal focal plane, positive away from the lens. The wavefront error $W$ is added optical path. An order at radius $r$ has direction cosine $\sqrt{1-\mathrm{NA}^2r^2}$ along the axis, so its phase is
\begin{equation}
\phi(r)=\frac{2\pi}{\lambda}\left[W(r)+z\sqrt{1-\mathrm{NA}^2r^2}\right].
\end{equation}
The path that an order loses, relative to an axial wave, per unit of defocus is
\begin{equation}
D(r)=1-\sqrt{1-\mathrm{NA}^2r^2}.
\end{equation}

Primary spherical aberration is taken as the fringe Zernike term Z9,
\begin{equation}
W(r)=c\,(6r^4-6r^2+1),
\end{equation}
with $c$ a length. Image quality is measured by the normalized image log-slope at the nominal line edge,
\begin{equation}
\mathrm{NILS}=\frac p2\left|\frac{1}{I}\frac{dI}{dx}\right|_{x=p/4},
\end{equation}
and best focus $z_b$ is the $z$ of its maximum nearest to $z=0$.

The claim to be examined is that Z9 acts as one focus offset: some $z_s$, the same for all pitches, restores best focus everywhere.

\section{The counter-example}

Take $\lambda=193$ nm, $\mathrm{NA}=0.75$ and $c=0.020\lambda=3.86$ nm, and compare pitches of 280 and 700 nm. Both lie between $\lambda/\mathrm{NA}=257.3$ nm, where the first orders enter the pupil, and $3\lambda/\mathrm{NA}=772.0$ nm, where the third orders enter. Each image is therefore made by orders $0$ and $\pm1$.

\subsection{The image of three orders}

Write $q=2\pi/p$ and $\Delta=\phi(\rho)-\phi(0)$. The two first orders have equal amplitude and phase, so their sum is a cosine:
\begin{equation}
E=e^{i\phi(0)}\left[a_0+2a_1e^{i\Delta}\cos qx\right].
\end{equation}
Its squared modulus is
\begin{equation}
I=a_0^2+4a_0a_1\cos\Delta\cos qx+4a_1^2\cos^2qx ,
\end{equation}
with derivative
\begin{equation}
\frac{dI}{dx}=-4qa_0a_1\cos\Delta\sin qx-4qa_1^2\sin 2qx .
\end{equation}
At the edge $qx=\pi/2$, so $\cos qx=0$, $\sin qx=1$ and $\sin2qx=0$. Hence $I=a_0^2$ there, and
\begin{equation}
\mathrm{NILS}=\frac p2\,\frac{4qa_1}{a_0}|\cos\Delta|
=4\pi\,\frac{a_1}{a_0}|\cos\Delta|=8|\cos\Delta| ,
\label{eq:nils}
\end{equation}
because $pq=2\pi$ and $a_1/a_0=2/\pi$. Focus and aberration enter through the single phase
\begin{equation}
\Delta=\frac{2\pi}{\lambda}\left[W(\rho)-W(0)-zD(\rho)\right].
\label{eq:delta}
\end{equation}
The minus sign arises because $\sqrt{1-\mathrm{NA}^2\rho^2}-1=-D(\rho)$.

NILS peaks whenever $\Delta$ is a multiple of $\pi$, that is, at focal planes spaced by $\lambda/[2D(\rho)]$. The peak with $\Delta=0$ is the one nearest to $z=0$ if it lies within half a spacing, which requires $|W(\rho)-W(0)|<\lambda/4$. For Z9,
\begin{equation}
W(\rho)-W(0)=6c(\rho^4-\rho^2)=-6c\,\rho^2(1-\rho^2),
\label{eq:dw}
\end{equation}
whose magnitude is at most $1.5|c|$, since $\rho^2(1-\rho^2)\le\tfrac14$. Here that is $0.03\lambda$, so the condition holds.

\subsection{Two pitches, two focuses}

Setting $\Delta=0$ gives $z_b=[W(\rho)-W(0)]/D(\rho)$. For the 280 nm pitch, $\rho=193/(280\times0.75)=0.9190$ and $D=0.2755$, so
\begin{align}
W(\rho)-W(0)&=-6(3.86)(0.8446)(0.1554)=-3.04\ \text{nm},\\
z_b&=-3.04/0.2755=-11.0\ \text{nm}.
\end{align}
For the 700 nm pitch, $\rho=0.3676$ and $D=0.0388$, so
\begin{align}
W(\rho)-W(0)&=-6(3.86)(0.1351)(0.8649)=-2.71\ \text{nm},\\
z_b&=-2.71/0.0388=-69.8\ \text{nm}.
\end{align}
Both focuses move toward the lens, but by amounts that differ by 58.8 nm. No common $z_s$ can equal both, and the claim is false.

The two aberration paths are nearly equal. What differs is the defocus needed to cancel them: the first orders of the sparse grating travel close to the axis, so a large change of $z$ is needed to alter their path relative to the zero order by 2.7 nm.

\subsection{The cost of the wrong offset}

Suppose focus is set on the 700 nm pitch and used for the 280 nm pitch. The dense grating is then 58.8 nm from its own best focus, and
\begin{equation}
|\Delta|=\frac{2\pi(0.2755)(58.81)}{193}=0.527,\qquad
\mathrm{NILS}=8\cos(0.527)=6.91 .
\end{equation}
This is 13.6\% below its peak of 8. The reverse choice costs much less. With $D=0.0388$ the same focus error gives $|\Delta|=0.074$, and the sparse grating loses about 0.3\% of its peak NILS. The size of a focus split does not by itself measure the damage; the split must be compared with each pitch's depth of focus.

\section{The general statement}

\textbf{Proposition.} Let the NILS be proportional to $|\cos\Delta|$, with a positive factor that does not depend on focus or aberration, where $\Delta$ is the phase difference between orders at pupil radii $r_1$ and $r_0$, and let the mask orders be real.

(a) If $r_0\neq r_1$ and $|W(r_0)-W(r_1)|<\lambda/4$, best focus is
\begin{equation}
z_b=\frac{W(r_0)-W(r_1)}{D(r_0)-D(r_1)} .
\label{eq:chord}
\end{equation}
(b) If $r_0=r_1$, a rotationally symmetric $W$ and defocus both leave the NILS unchanged, and there is no best focus.

(c) For a set of pitches that share the same $r_0$ and each satisfy the conditions of (a), all best focuses equal one value $z_0$ if and only if $W(r)=W(r_0)+z_0[D(r)-D(r_0)]$ at every sampled radius $r=r_1$.

\textbf{Proof.} From the phase of each order,
\begin{equation}
\Delta=\phi(r_1)-\phi(r_0)=\frac{2\pi}{\lambda}\Big\{W(r_1)-W(r_0)-z\,[D(r_1)-D(r_0)]\Big\}.
\label{eq:general}
\end{equation}
If the radii differ, $D(r_1)\ne D(r_0)$, because $D$ increases strictly with radius. Then $\Delta=0$ has the single solution \eqref{eq:chord}. Neighbouring peaks are $\lambda/(2|D(r_1)-D(r_0)|)$ away, so the stated bound on $W$ makes this one the nearest to $z=0$. If the radii are equal, both differences in \eqref{eq:general} vanish for every $z$, which proves (b). Setting \eqref{eq:chord} equal to $z_0$ and multiplying by the nonzero denominator gives (c); each step can be reversed. $\square$

Geometrically, $z_b$ is the slope of the chord joining two points on the graph of $W$ against $D$. A true focus offset is a straight line on that graph. Spherical aberration is curved, so chords drawn from one shared point generally have different slopes.

\subsection{Z9 with on-axis illumination}

Here $r_0=0$ and $r_1=\rho$. Multiplying and dividing $D$ by $1+\sqrt{1-\mathrm{NA}^2\rho^2}$ gives
\begin{equation}
D(\rho)=\frac{\mathrm{NA}^2\rho^2}{1+\sqrt{1-\mathrm{NA}^2\rho^2}} .
\end{equation}
Dividing \eqref{eq:dw} by this cancels $\rho^2$:
\begin{equation}
z_b=-\frac{6c}{\mathrm{NA}^2}\,(1-\rho^2)\left(1+\sqrt{1-\mathrm{NA}^2\rho^2}\right).
\label{eq:z9}
\end{equation}
Both brackets decrease as $\rho$ grows. The bound $1.5|c|$ on the path difference keeps it below $\lambda/4$ when $|c|<\lambda/6$. For nonzero $c$ within this limit, no two pitches in the three-order range therefore share a best focus. At $\rho=1$ the shift vanishes, because Z9 has the same value at the edge and the centre of the pupil.

When $\mathrm{NA}$ is small, so is $\mathrm{NA}\,\rho=\lambda/p$. The square root then tends to 1 and
\begin{equation}
z_b\approx-\frac{12c}{\mathrm{NA}^2}+\frac{12c\,\lambda^2}{\mathrm{NA}^4p^2}.
\label{eq:lowna}
\end{equation}
The first term is a genuine common offset, which refocusing can remove. The second depends on pitch and remains. The results for five pitches are:

\begin{center}
\begin{tabular}{cccc}
$p$ (nm) & $\rho$ & $z_b$ (nm) & from \eqref{eq:lowna} (nm)\\
280 & 0.919 & $-11.0$ & $-12.8$\\
320 & 0.804 & $-26.2$ & $-29.1$\\
400 & 0.643 & $-45.3$ & $-48.3$\\
520 & 0.495 & $-60.0$ & $-62.2$\\
700 & 0.368 & $-69.8$ & $-71.2$
\end{tabular}
\end{center}

Numerical searches for the NILS maximum in images built from the mask orders agree with \eqref{eq:z9} within 0.01 nm. The approximation overestimates the shift by 16\% of its value at 280 nm, where $\lambda/p$ is largest.

\subsection{What counts as a focus offset}

By part (c), $W=z_0D$ moves all pitches together. With $z_0=-20$ nm, the numerical best focus is $-20.00$ nm at all five. The Zernike term Z4, $W=c_4(2r^2-1)$, does this only approximately:
\begin{equation}
z_b=\frac{2c_4\rho^2}{D(\rho)}=\frac{2c_4}{\mathrm{NA}^2}\left(1+\sqrt{1-\mathrm{NA}^2\rho^2}\right).
\end{equation}
For $c_4=3.86$ nm it runs from 23.7 nm at the densest pitch to 26.9 nm at the sparsest. It becomes a common offset, $4c_4/\mathrm{NA}^2$, when $\lambda/p$ is small.

The role of the sampled radius can be isolated with a wavefront error confined to a narrow ring, 3.0 nm high and centred at $r=0.6433$, where the first orders of the 400 nm pitch cross the pupil. Equation \eqref{eq:chord} predicts a shift of $3.0/0.1241=24.2$ nm for that pitch and essentially none for the others. The numerical images show this.

\section{Pairs of radii: two further cases}

\subsection{Equal radii}

An alternating phase mask with transmission $+1$ and $-1$ over equal widths has $a_0=0$ and $a_{\pm1}=2/\pi$. Its intensity vanishes at $x=p/4$, so the image itself is examined rather than the NILS there. If the pupil passes just its orders $\pm1$, then
\begin{equation}
E=2a_1e^{i\phi(\rho)}\cos qx,\qquad I=4a_1^2\cos^2qx .
\end{equation}
The common phase drops out. At a period of 400 nm, adding Z9 and 200 nm of defocus changes the computed image by less than $10^{-10}$ of its peak. The orders cross an aberrated part of the pupil, yet no focus shift results, because what matters is the difference between interfering orders.

\subsection{A symmetric dipole}

Two mutually incoherent source points place the zero order at $\pm s$ in the pupil. For $s=0.5$ and $\tfrac12<\rho\le1$, each point passes the zero order at $r_0=s$ and one first order at $r_1=|\rho-s|$. The opposite first order lies at $\rho+s>1$, and the nearest third order at $3\rho-s>1$. The two points give fringes displaced in opposite directions:
\begin{equation}
I_\pm=a_0^2+a_1^2+2a_0a_1\cos(qx\mp\Delta).
\end{equation}
Since $\cos(qx-\Delta)+\cos(qx+\Delta)=2\cos qx\cos\Delta$, their average is
\begin{equation}
I=a_0^2+a_1^2+2a_0a_1\cos\Delta\cos qx .
\end{equation}
The edge slope is proportional to $\cos\Delta$ and the edge intensity is constant, so the proposition applies. For Z9,
\begin{align}
W(r_0)-W(r_1)&=6c\left[(r_0^4-r_1^4)-(r_0^2-r_1^2)\right]\nonumber\\
&=6c\,(r_0^2-r_1^2)(r_0^2+r_1^2-1).
\end{align}
At low NA, $D(r_0)-D(r_1)\approx\mathrm{NA}^2(r_0^2-r_1^2)/2$, and therefore
\begin{equation}
z_b\approx\frac{12c}{\mathrm{NA}^2}\,(r_0^2+r_1^2-1).
\end{equation}
The full formula \eqref{eq:chord} gives $-44.4$, $-51.5$ and $-57.7$ nm for pitches of 280, 320 and 400 nm. Their spread is 13.3 nm, against 34.2 nm for the same pitches on-axis. The split belongs to the lens and the illumination together. As $r_1\to r_0$, the formula keeps a finite limit, but the NILS peak becomes infinitely broad, in agreement with part (b).

\section{When a third order enters}

For $3\lambda/\mathrm{NA}<p<5\lambda/\mathrm{NA}$ on-axis, orders $\pm3$ also pass, and one phase no longer suffices. Let $\Delta_j$ be the phase of order $j$ relative to order 0. At the edge $\cos qx=\cos3qx=0$, so $E=a_0e^{i\phi(0)}$. With $\sin(\pi/2)=1$, $\sin(3\pi/2)=-1$ and $3a_3=-a_1$,
\begin{align}
\frac{dE}{dx}&=e^{i\phi(0)}\left[-2qa_1e^{i\Delta_1}+6qa_3e^{i\Delta_3}\right]\nonumber\\
&=-2qa_1e^{i\phi(0)}\left(e^{i\Delta_1}+e^{i\Delta_3}\right).
\end{align}
Using $dI/dx=2\,\mathrm{Re}(E^*dE/dx)$ and dividing by the edge intensity $I=a_0^2$ gives
\begin{equation}
\mathrm{NILS}=8|\cos\Delta_1+\cos\Delta_3| .
\end{equation}
Let $z_j$ be the focus at which $\Delta_j=0$, and $D_j=D(j\rho)$. Then $\Delta_j=-(2\pi/\lambda)D_j(z-z_j)$. For small phases $\cos\Delta_j\approx1-\Delta_j^2/2$, so the maximum of NILS minimizes $\sum_jD_j^2(z-z_j)^2$. Setting the derivative to zero gives
\begin{equation}
z_b\approx\frac{D_1^2z_1+D_3^2z_3}{D_1^2+D_3^2}.
\end{equation}
At $p=1000$ nm, $z_1=-76.2$ nm and $z_3=-30.2$ nm, and the third order carries 99\% of the weight. Best focus is $-30.7$ nm, far from the $-69.8$ nm of the 700 nm pitch. Best focus is thus not monotonic in pitch: the new order enters at the pupil edge, where the phase is most sensitive to defocus, so it takes most of the weight, and where the Z9 chord \eqref{eq:z9} is close to zero, so best focus jumps back toward $z=0$.

\section{Process window and limits of validity}

Around the peak at $\Delta=0$, requiring at least 90\% of peak NILS means $|\Delta|\le\arccos0.9$. From \eqref{eq:delta}, each three-order pitch has a focus window centred on $z_b$ with half-width
\begin{equation}
h=\frac{\lambda\arccos0.9}{2\pi D(\rho)} .
\end{equation}
This is 50.3 nm at 280 nm pitch, 68.5 nm at 320 nm and 357.4 nm at 700 nm. The dense window lies inside another if the distance between their centres does not exceed the difference of their half-widths. At $c=0.020\lambda$ this holds for all the other pitches in the table, so the common window is still 100.6 nm wide, as without aberration, although displaced.

The tightest case is the 320 nm pitch: its centre is 15.1 nm away and the margin is 18.2 nm. Since $z_b$ is proportional to $c$, the common window of these five pitches starts to shrink near $c=0.020\lambda\times18.2/15.1\approx0.024\lambda$. At $0.050\lambda$ its width is about 76 nm. One focus setting can therefore serve several pitches, but it should be chosen from their windows. At $c=0.020\lambda$ the best focus of the 700 nm grating, $-69.8$ nm, lies outside the common window, whose lower end is at $-61.3$ nm.

These windows test NILS alone; a production process window also limits linewidth and dose. Besides the scalar image in air, two assumptions limit these formulas. An extended source generally adds images with different pairs of radii, and then no single chord fixes best focus. The shifts, the 58.8 nm split and the windows above belong to coherent illumination and are not estimates for such a source: with a partially coherent disc source the split can be several times smaller, and the order of the pitches can change. A thick mask can give its orders unequal phases: if, on-axis, the complex amplitudes of both first orders carry an extra phase factor $e^{i\theta}$ relative to the zero order, then $\Delta$ gains $\theta$ and $z_b$ gains $\lambda\theta/[2\pi D(\rho)]$, provided that the total $\Delta$ at $z=0$ stays below $\pi/2$ in size. This also depends on pitch, so a measured focus split alone does not identify spherical aberration. The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Wavelength 193 nm, NA 0.75, Z9 3.86 nm = 0.020 wavelengths
Smallest on-axis pitch 257.3 nm; third order enters at 772.0 nm
Pitch nm | rho | D | best focus nm: image, formula, low-NA
280 | 0.9190 | 0.2755 | -11.03, -11.03, -12.79
320 | 0.8042 | 0.2024 | -26.15, -26.15, -29.09
400 | 0.6433 | 0.1241 | -45.27, -45.27, -48.27
520 | 0.4949 | 0.0714 | -59.96, -59.96, -62.18
700 | 0.3676 | 0.0388 | -69.84, -69.84, -71.22
Best-focus spread over these pitches: 58.81 nm
400 nm pitch, best focus by contrast: -45.3 nm
True offset -20 nm: best focus from -20.00 to -20.00 nm
Z4 of 3.86 nm: best focus from 23.67 to 26.92 nm
Ring error: height 3.0 nm, radius 0.6433, width parameter 0.03
  pitch 280 nm: best focus 0.00 nm from zero
  pitch 320 nm: best focus 0.00 nm from zero
  pitch 400 nm: best focus 24.17 nm from zero
  pitch 520 nm: best focus 0.00 nm from zero
  pitch 700 nm: best focus 0.00 nm from zero
Alternating mask, 200 nm defocus plus Z9: relative image change below 1e-10 is True
Dipole at radius 0.5: pitch nm | r1 | focus nm: image, formula, low-NA
  280 | 0.4190 | -44.38, -44.38, -47.30
  320 | 0.3042 | -51.45, -51.45, -54.14
  400 | 0.1433 | -57.70, -57.70, -60.07
1000 nm pitch: order radii 0.2573, 0.7720; separate focuses -76.17, -30.20 nm
  weight of third order 0.9897; focus: image -30.67, formula -30.67 nm
280 nm pitch NILS: own focus 8.000, focus of 700 nm pitch 6.913
  focus error -58.81 nm, NILS loss 13.6 %
Window half-widths, nm: 50.3, 68.5, 111.6, 194.0, 357.4
Z9 0.000 wavelengths: common window -50.3 to 50.3 nm, width 100.6 nm
Z9 0.020 wavelengths: common window -61.3 to 39.3 nm, width 100.6 nm
Z9 0.050 wavelengths: common window -77.9 to -1.5 nm, width 76.3 nm
\end{verbatim}
